# What a clean transmission micrograph of silicon does not prove

Take a clean micrograph of 1 µm² of implanted and annealed silicon. Finding no 10 nm faulted loops there limits their density, at 95 % confidence, to $3.0\times10^{8}$ cm⁻², for loops whose orientation and depth let them show. Loops at that limit would hold $3.7\times10^{11}$ interstitials per cm². Yet the same field could contain $10^{13}$ isolated interstitials per cm², 27 times as many, without one of them being individually visible. How can the smaller number be excluded and the larger one escape?

## The belief and its appeal

The belief is that a uniform diffraction-contrast image means defect-free silicon. It has a sound core. A perfect foil of constant thickness and orientation does give a uniform image, and dislocations and loops can disturb it strongly. If annealing makes them disappear, the lattice seems repaired. The inference fails because the signal depends on how the displaced atoms are arranged, besides how many there are.

The case treated here is one beam, direct or diffracted, selected by an objective aperture. Atomic-resolution imaging with several interfering beams is outside the argument. The foil is (001) silicon, 100 nm thick, viewed at 200 kV with the 220 reflection, a 3 mrad aperture and $D=1000$ electrons/nm².

## What the electron count can decide

Let $I_0$ and $I_1$ be the image intensities without and with the defect, relative to the incident beam. A pixel of area $a$ then has mean counts $\lambda_j=DaI_j$. For large Poisson counts $N$, $\delta\sqrt N\approx\delta N/(2\sqrt N)$, so $\sqrt N$ has variance $1/4$ whatever the brightness. Adding the squared signal-to-noise ratios of all pixels gives

$$S^2=4\sum(\sqrt{\lambda_1}-\sqrt{\lambda_0})^2
=4D\int(\sqrt{I_1}-\sqrt{I_0})^2\,d^2x .$$

This describes an observer who knows where to look and what pattern to expect. It also limits every other decision rule. For one pixel, the overlap of the two distributions is

$$\sum_N\sqrt{p_0p_1}
=e^{-(\lambda_0+\lambda_1)/2}\sum_N\frac{(\sqrt{\lambda_0\lambda_1})^N}{N!}
=e^{-(\sqrt{\lambda_1}-\sqrt{\lambda_0})^2/2}.$$

Independent pixels multiply, so the whole image has overlap $B=e^{-S^2/8}$. For equal prior odds the least error probability is $\frac12(1-T)$, with $T=\frac12\sum|p_1-p_0|$. Factoring the difference and using the Cauchy–Schwarz inequality,

$$T=\tfrac12\sum|\sqrt{p_1}-\sqrt{p_0}|(\sqrt{p_1}+\sqrt{p_0})
\le\tfrac12\sqrt{(2-2B)(2+2B)}=\sqrt{1-B^2}.$$

The error is therefore at least $\frac12(1-\sqrt{1-e^{-S^2/4}})$. A practical search covers many positions and needs a wide margin; I use the conventional Rose threshold $S=5$.

Now write $\sqrt{I_j}=|\phi_j|$ and $\delta\phi=\phi_1-\phi_0$. Since $\big||\phi_1|-|\phi_0|\big|\le|\delta\phi|$,

$$S\le2\sqrt D\,\|\delta\phi\|,\qquad
\|\delta\phi\|^2=\int|\delta\phi|^2d^2x .$$

The background has dropped out, so the bound on $S$ covers bright and dark field alike. Where the background is nearly black, the counts are small and $S$ is no longer the usual signal-to-noise ratio, which can be larger. The error limit above still holds there, because the overlap was calculated without assuming large counts. Defocus and lens aberrations multiply each spatial frequency by a phase and leave the norm unchanged.

## How much wave a strain field can scatter

In the two-beam model, amplitudes $\phi_0$ and $\phi_g$ exchange over the extinction distance $\xi$. A displacement $\mathbf u$ adds the phase $\alpha=2\pi\mathbf g\cdot\mathbf u$:

$$\phi_0'=i\frac{\pi}{\xi}e^{i\alpha}\phi_g+\cdots,\qquad
\phi_g'=i\frac{\pi}{\xi}e^{-i\alpha}\phi_0+\cdots .$$

The dots stand for tilt and lateral propagation. To first order $e^{\pm i\alpha}\approx1\pm i\alpha$, so the defect adds the sources $-(\pi/\xi)\alpha\phi_g$ and $(\pi/\xi)\alpha\phi_0$. The unperturbed wave has $|\phi_0|^2+|\phi_g|^2=1$. At lateral frequency $\mathbf q$, the source pair $\mathbf m$ therefore has length $(\pi/\xi)|\hat\alpha(\mathbf q,z)|$.

The scattered pair obeys $\boldsymbol\delta'=iH_q\boldsymbol\delta+\mathbf m$, where $H_q$ is Hermitian without absorption. Its term cancels in

$$\frac{d|\boldsymbol\delta|^2}{dz}=2\,\mathrm{Re}(\boldsymbol\delta^\dagger\mathbf m)
\le2|\boldsymbol\delta||\mathbf m|,
\qquad\text{so}\qquad
|\boldsymbol\delta(\mathbf q)|\le\frac{\pi}{\xi}\int|\hat\alpha(\mathbf q,z)|\,dz .$$

No choice of tilt can beat this limit.

Model the defect as an isotropic dilatation centre with relaxation volume $V$, the volume change it causes in a body with free surfaces. By elastic reciprocity its force dipole is $P=KV$, with $K$ the bulk modulus. In an infinite medium with longitudinal modulus $M$, force balance gives $M\nabla\cdot\mathbf u=P\,\delta(\mathbf r)$. The outward flux of $\mathbf u$ is therefore $\eta V$, with

$$\eta=\frac KM=\frac{1+\nu}{3(1-\nu)},\qquad
\mathbf u=\frac{\eta V}{4\pi}\frac{\mathbf r}{r^3},\qquad
\alpha=\frac{g\eta V}{2}\frac{x}{r^3},$$

where $\nu$ is Poisson's ratio and $x$ lies along $\mathbf g$.

With the convention $e^{-2\pi i\mathbf q\cdot\mathbf x}$, the lateral transform of $1/r$ is $e^{-2\pi q|z|}/q$. Because $x/r^3=-\partial_x(1/r)$, its transform is $-2\pi i\cos\theta\,e^{-2\pi q|z|}$, where $\theta$ is the angle between $\mathbf q$ and $\mathbf g$. The depth integral is largest for a defect at mid-foil:

$$\int_{-t/2}^{t/2}|\hat\alpha|\,dz
=\pi g\eta V|\cos\theta|\,\frac{1-e^{-\pi qt}}{\pi q}
=g\eta V|\cos\theta|\,\frac{1-e^{-\pi qt}}{q}.$$

Square this and integrate over the aperture $q<q_a$. The angular integral of $\cos^2\theta$ is $\pi$; with $u=\pi qt$,

$$N_{\rm strain}=\frac{\pi}{\xi}g\eta V\sqrt{\pi L},\qquad
L=\int_0^{\pi q_at}\frac{(1-e^{-u})^2}{u}\,du .$$

To evaluate $L$, write $(1-e^{-u})^2=2(1-e^{-u})-(1-e^{-2u})$ and use $\int_0^X(1-e^{-u})du/u\approx\ln X+\gamma_E$ for large $X$. This gives $L\approx\ln(\pi q_at)+\gamma_E-\ln2$. The logarithm comes from the long-range strain. In the opposite limit, $\pi q_at\ll1$, $L\approx(\pi q_at)^2/2$ and the strain norm is proportional to thickness.

## The atom itself

The added or missing atom also scatters. Let $f(q)$ be its electron scattering factor and $\gamma$ the relativistic mass factor. The transform of the atom's projected phase is $\lambda\gamma f(q)$, where $\lambda$ is now the electron wavelength. In silicon all atoms scatter in phase into 220, one per atomic volume $\Omega$, so $\pi/\xi=\lambda\gamma f(g)/\Omega$.

The atom scatters within each beam with strength at most $\lambda\gamma f(0)$ and between beams with at most $\lambda\gamma f(g-q_a)$, since $f$ falls with $q$ here. The combined strength is no larger than their sum. Integrating its square over the aperture area $\pi q_a^2$ gives

$$N_{\rm atom}\le\lambda\gamma\,[f(0)+f(g-q_a)]\sqrt\pi\,q_a .$$

I take $V$ to have the same sign as the added or missing atom. The strain's local density change then opposes the atom's scattering, and I omit this reduction.

For $n$ defects in one cluster, the first-order waves add. Their norm cannot exceed the sum of the separate norms, whatever the arrangement:

$$\boxed{S_n\le2\sqrt D\,n\,(N_{\rm strain}+N_{\rm atom})}$$

A value below 5 guarantees invisibility under these assumptions, where "invisible" means that $S$ is below the Rose threshold; an observer told exactly where to look could still detect a signal somewhat under 5. A value above 5 does not guarantee visibility. The bound is first order in $\alpha$, which is not small near a compact cluster: with the numbers below, five defects at one point give 2.4 rad at one bond length. Keeping the full $e^{i\alpha}$ in the continuum source term changes their bound only from 4.3 to about 4.4. The strain term also uses $f(g)$ across the whole aperture; letting $f$ vary over the aperture raises that term by up to 5 %.

## The numbers

A restricted open-shell Hartree–Fock density of the free silicon atom gives $f(0)=0.5645$, $f(g)=0.1869$ and $f(g-q_a)=0.2582$ nm. These values use the cc-pVTZ basis. Adding diffuse functions raises $f(0)$ by about 1 %, to 0.57 nm, leaves $f(g)$ and $f(g-q_a)$ within 0.0001 nm and changes the one-defect bound below by at most 0.003. This level also omits electron correlation, and the free atom omits bonding, so the later digits only let the arithmetic be followed. With $\lambda=2.508$ pm, $\gamma=1.391$ and $\Omega=0.02002$ nm³, the extinction distance is 96.5 nm. The other inputs are $g=5.208$ nm⁻¹, $q_a=1.196$ nm⁻¹, $\eta=0.518$ and $L=5.81$. I set $V=\Omega$ as a model parameter. Then

$$N_{\rm strain}=\frac{\pi}{96.5}(5.208)(0.518)(0.02002)\sqrt{5.81\pi}
=0.0075\ {\rm nm},$$

$$N_{\rm atom}\le(0.002508)(1.391)(0.5645+0.2582)\sqrt\pi\,(1.196)
=0.0061\ {\rm nm}.$$

Hence $S_1\le2\sqrt{1000}\,(0.0136)=0.86$. Even an ideal observer told where to look errs at least 29 % of the time, against 50 % for guessing. Since $5/0.86=5.8$, clusters of up to five defects are invisible in this model.

A numerical solution of the two-beam equations with lateral propagation tests the estimate. It keeps $e^{i\alpha}$ unexpanded but averages $\alpha$ over 1 nm slices, so the phase never exceeds about 0.4 rad and the defect core is not resolved. In a 5 nm foil, where the strain bound should nearly be reached, the simulated norm was 0.997 of the formula. The 100 nm foil was simulated in a 40 nm square field, which leaves out the strain farther away. Over three tilts, four defocus values and both beams, the best signal from one defect at mid-foil was 0.21; other depths can give more. Five defects at one point, simulated at one of those tilts, gave at most 0.87, against their bound of 4.3. In these runs the signal stayed well below the guarantee, so five should not be read as the size at which clusters become visible.

## Why the loop cannot hide

A faulted loop with displacement $\mathbf R=\frac13[111]$ has $\mathbf g\cdot\mathbf R=4/3$ for $\mathbf g=220$. The crystal beyond it is shifted by a phase $\Phi=8\pi/3$, equivalent to $2\pi/3$, across the whole disc. This is not a small perturbation. At the Bragg condition, for a fault at depth $z$ and with $\kappa=\pi/\xi$, the direct beam changes from $\cos\kappa t$ to

$$\cos\kappa(t-z)\cos\kappa z-e^{i\Phi}\sin\kappa(t-z)\sin\kappa z ,$$

apart from the sign convention for $\Phi$, which does not affect the modulus. A 10 nm loop contains 1230 atoms and projects to $25\pi/\sqrt3=45$ nm². Treated as a fault at a single depth, it gives a root-mean-square bright-field signal of 119 over all depths. Since $1-\cos\Phi=3/2$, the fault changes the direct-beam intensity by $\frac34\sin2\kappa z\,\sin2\kappa(t-z)$. The loop is conspicuous at most depths, but this change vanishes wherever $z$ or $t-z$ is a multiple of $\xi/2$. In this foil those depths lie at or near the surfaces and near mid-foil. The inclined loop spans about 8 nm in depth, so its signal does not vanish completely: near mid-foil it falls to about 3 in bright field but stays near 20 in dark field.

Orientation matters too. For $\mathbf R=\frac13[1\bar11]$, $\mathbf g\cdot\mathbf R=0$ and the fault contrast disappears. The strain around the loop remains and can leave a weaker contrast. Unless that residual contrast is relied on, one clean 220 image limits only some of the loop variants, and a second reflection is the safer test for the others.

For the visible variants at depths where they show, a mean density $\rho$ leaves area $A$ empty with probability $e^{-\rho A}$. Setting this to 0.05 gives $\rho=-\ln(0.05)/A=3.0\times10^8$ cm⁻² for 1 µm². Multiplication by 1230 gives the opening figure of $3.7\times10^{11}$ atoms per cm².

## Could the crowd be seen?

Defects that are invisible singly might still make the image grainier. Random defects of areal density $\rho$ add a variance $\rho\int(\sqrt{I_1}-\sqrt{I_0})^2d^2x=\rho S_1^2/(4D)$. Shot noise within the aperture band contributes $\pi q_a^2/(4D)$. For $10^{13}$ cm⁻², or 0.1 nm⁻², the ratio is

$$\frac{\rho S_1^2}{\pi q_a^2}\le\frac{0.1\,(0.86)^2}{\pi(1.196)^2}=1.65\,\%,$$

averaged over the band. The average hides an uneven spectrum. The strain part of the bound grows towards long wavelengths. At a wavelength of 100 nm, averaged over direction, it alone is nearly six times the shot noise for defects at mid-foil, and about four times for defects spread through the thickness. The bound therefore does not rule out visible coarse graininess, and at a favourable tilt even the 1 µm² field, if perfectly calibrated, could in principle reveal the population statistically. The population is hidden defect by defect, not from every statistical test.

A real foil also carries native oxide, which adds speckle of its own. For scale, the silicon atoms in 2 nm of oxide, if they were uncorrelated, would contribute at most about 68 % of the shot noise. Correlations between atoms in a glass reduce the speckle at long wavelengths, and the oxygen is left out, so this figure does not show that the oxide masks the defects.

## Reading a real micrograph

The foil thickness, aperture and dose are round values chosen for the example. The population of $10^{13}$ cm⁻², a mean of $10^{18}$ cm⁻³ through the foil, is a chosen scenario. Isolated interstitials are mobile in silicon, so small clusters and impurity complexes are the likelier survivors of an anneal. The relaxation volume is an assumed input: doubling it raises the one-defect bound to 1.34 and lowers the guaranteed size from five to three. Elastic anisotropy raises the depth-integrated strain by about 8 % (9 % for its absolute value, which the bound needs), which gives 0.90, still five defects. Surface relaxation is not included. In the isotropic half-space calculation with $\nu=0.217$, a single free surface keeps the depth-integrated strain just below its value in an infinite medium; for $\nu\le0.20$ it does not. For a defect near the surface, however, the result can exceed that of the bulk field cut off at the surface, which is the field used here. A foil has two free surfaces and can also stretch and bend over distances much larger than its thickness. In an isotropic free plate this makes the bound grow logarithmically with the longest wavelength kept, to about 0.91 at 1 µm and 1.04 at 10 µm, where only four defects are covered. The guarantee therefore applies to the bulk strain field and not strictly to a free foil. The nearest neglected beams, 440 and $\bar2\bar20$, have estimated amplitudes of up to about 0.15 at the Bragg condition and the tilts simulated, and more on tilting towards the symmetric orientation (0.21 at a deviation of $-0.02$ nm⁻¹); if they raised the bound of 0.90 by that fraction, the guaranteed size would fall to four. The bound grows as $\sqrt D$, and above about $3.4\times10^4$ electrons/nm² it no longer guarantees that even a single defect is invisible.

A clean micrograph therefore supports a limited report: no extended defects of the visible variants were found above a stated size, in a stated area, with a stated reflection and dose. The phase shift of a loop acts coherently over a whole disc, whereas each isolated atom must compete with the noise alone. That is why the smaller number of atoms can be excluded while the larger one can escape notice, defect by defect. The numerical output below lists the values used.

## Numbers as computed

```
accelerating voltage            200 kV
foil thickness                  100 nm
aperture semi-angle             3.0 mrad
electron dose                   1000 per nm^2
Rose threshold                  5.0
electron wavelength             2.508 pm
relativistic factor             1.3914
silicon lattice parameter       0.5431 nm
atomic volume                   0.02002 nm^3
relaxation volume / atomic vol. 1.0
g(220)                          5.208 1/nm
aperture radius qa              1.196 1/nm
f(0), free-atom ROHF            0.5645 nm
f(g)                            0.1869 nm
f(g-qa)                         0.2582 nm
extinction distance             96.5 nm
elastic constants C11 C12 C44   166 64 80 GPa
Poisson ratio                   0.217
eta                             0.518
logarithmic factor L            5.813
N_strain, one defect            0.00752 nm
N_atom, one defect              0.00609 nm
SNR bound, one defect           0.860
least error, ideal observer     29.4 %
largest size surely invisible   5 defects
dose where one-defect bound = 5 3.38e+04 per nm^2
thin-foil simulated/formula     0.997
simulated best SNR, one defect  0.214
simulated best SNR, 5 defects   0.871
loop diameter                   10 nm
atoms in loop                   1230
loop SNR, rms over depth        119
95% loop limit, clean 1 um^2    3.00e+08 per cm^2
atoms in loops at that limit    3.68e+11 per cm^2
hidden isolated defects         1.0e+13 per cm^2
their mean concentration        1.0e+18 per cm^3
their noise power / shot, bound 1.65 %
oxide speckle / shot, rough     68 %
surface factor on strain        0.999
anisotropy factor on strain     1.076
SNR bound with both factors     0.897
invisible size, both factors    5 defects
SNR bound, doubled volume       1.336
invisible size, doubled volume  3 defects
thermal loss of coupling        3.1 %
absorption gain of coupling     0.12 %
440 beam amplitude at 220 Bragg 0.151
```
